# Piecewise linear energies and the dissociation error of symmetric radical cations: a program that tests the result

```python
"""
Result under test
1. The minimum energy at mean electron number N is the lower convex hull of
   the integer energies; for convex integer energies it is linear between
   neighbouring integers.
2. A symmetric stretched radical cation X2+ lies 2*Delta from the limit X + X+,
   Delta = E(half) - [E(cation) + E(atom)]/2, with an added 1/(4R) for a
   semilocal functional and no such term for Hartree-Fock.
Symbols: omega = occupation of the frontier spin orbital (0 cation, 1 atom),
eps = its eigenvalue, R = distance between the nuclei, U = site repulsion,
t = hopping energy of the model (the unit of energy there).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]


# ---------- exact theorem in a small interacting Fock space ----------
def chain(hoppings, repulsion):
    """Hubbard chain: full Fock-space Hamiltonian and occupation diagonals."""
    sites = len(hoppings) + 1
    modes = 2 * sites
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ann = []
    for k in range(modes):
        op = np.eye(1)
        for j in range(modes):
            op = np.kron(op, parity if j < k else lower if j == k else np.eye(2))
        ann.append(op)
    occ = [np.diag(a.T @ a) for a in ann]
    ham = np.diag(sum(repulsion * occ[2*i] * occ[2*i+1] for i in range(sites)))
    for i, hop in enumerate(hoppings):
        for s in (0, 1):
            move = ann[2*i+s].T @ ann[2*i+2+s]
            ham = ham - hop * (move + move.T)
    return ham, occ


def integer_energies(ham, number):
    levels = []
    for n in range(int(round(number.max())) + 1):
        idx = np.where(np.abs(number - n) < 1e-9)[0]
        levels.append(np.linalg.eigvalsh(ham[np.ix_(idx, idx)])[0])
    return np.array(levels)


def energy_bounds(ham, number, mean, temperature):
    """Lower bound (grand-potential minimum) and upper bound (thermal state)."""
    def thermal(mu):
        w, v = np.linalg.eigh(ham - mu * np.diag(number))
        p = np.exp(-(w - w[0]) / temperature)
        p /= p.sum()
        return w, p, p @ (v**2).T @ number
    mu = brentq(lambda m: thermal(m)[2] - mean, -20, 20, xtol=1e-13)
    w, p, n_mean = thermal(mu)
    return mu * mean + w[0], p @ w + mu * n_mean


def hull(levels, mean):
    best = np.inf
    for i in range(len(levels)):
        for j in range(i + 1, len(levels)):
            if i <= mean <= j:
                best = min(best, ((j-mean)*levels[i] + (mean-i)*levels[j])/(j-i))
    return best


U, T = 4.0, 1e-3
ham, occ = chain([1.0], U)
number = sum(occ)
E_int = integer_energies(ham, number)
assert np.all(np.diff(E_int, 2) > 0)
for mean in (0.3, 1.5, 2.7, 3.4):
    J = int(mean)
    line = (J + 1 - mean) * E_int[J] + (mean - J) * E_int[J + 1]
    low, high = energy_bounds(ham, number, mean, T)
    assert low - 1e-7 <= line <= high + 1e-7
    assert high - low <= T * np.log(16) + 1e-7
    if mean == 1.5:
        model_line, model_low, model_high = line, low, high

# attraction breaks convexity: the hull then skips the odd integers
ham_att, occ_att = chain([1.0], -U)
E_att = integer_energies(ham_att, sum(occ_att))
assert np.diff(E_att, 2).min() < 0
for mean in (0.5, 1.0, 1.5):
    low, high = energy_bounds(ham_att, sum(occ_att), mean, T)
    assert low - 1e-7 <= hull(E_att, mean) <= high + 1e-7
    J = int(mean)
    neighbour_line = (J+1-mean)*E_att[J] + (mean-J)*E_att[J+1]
    assert high < neighbour_line - 0.1

# two copies with a weak link share three electrons (two up, one down)
link = 1e-4
ham2, occ2 = chain([1.0, link, 1.0], U)
up, down = sum(occ2[0::2]), sum(occ2[1::2])
idx = np.where((np.abs(up - 2) < 1e-9) & (np.abs(down - 1) < 1e-9))[0]
w2, v2 = np.linalg.eigh(ham2[np.ix_(idx, idx)])
left_number = sum(occ2[:4])[idx]
prob = [np.sum(v2[np.abs(left_number - n) < 1e-9, 0]**2) for n in range(4)]
assert abs(w2[0] - E_int[1] - E_int[2]) < 2 * link
assert abs(prob[1] - 0.5) < 1e-4 and abs(prob[2] - 0.5) < 1e-4

# weighted-curvature identity on a curve with singular curvature, x^(4/3)
kernel = quad(lambda x: min(x, 1-x) * 4/9 * x**(-2/3), 0, 1, points=[0.5])[0]
assert abs((0.5**(4/3) - 0.5) + 0.5 * kernel) < 1e-7


# ---------- sodium: fractional atoms and the stretched dimer cation ----------
BASIS = "def2-tzvp"


def solver(mol, method):
    if method == "HF":
        mf = scf.UHF(mol)
    else:
        mf = dft.UKS(mol)
        mf.xc = method
        mf.grids.level = 3
        mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    return mf


ion = gto.M(atom="Na 0 0 0", basis=BASIS, charge=1, spin=0, verbose=0)


def fractional_atom(method, omega):
    """Energy and 3s eigenvalue of Na with 10 + omega electrons (hartree)."""
    mf = solver(ion, method)
    filling = np.zeros((2, ion.nao))
    filling[:, :5] = 1
    filling[0, 5] = omega
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: filling
    mf.kernel()
    assert mf.converged
    return mf.e_tot, mf.mo_energy[0][5]


def dimer_cation(method, R):
    """Na2+ with whole electrons and inversion symmetry kept (hartree)."""
    mol = gto.M(atom=[["Na", (0, 0, -R/2)], ["Na", (0, 0, R/2)]], unit="Bohr",
                basis=BASIS, charge=1, spin=1, symmetry="D2h", verbose=0)
    mf = solver(mol, method)
    mf.irrep_nelec = {"Ag": (4, 3), "B1u": (3, 3), "B2u": (1, 1),
                      "B3u": (1, 1), "B2g": (1, 1), "B3g": (1, 1)}
    mf.kernel()
    assert mf.converged
    return mf.e_tot


# quadrature nodes crowd toward both ends, where eps may vary as a cube root
x, wt = np.polynomial.legendre.leggauss(3)
u = (x + 1) / 2
nodes = 0.5 * u**3
weights = 1.5 * u**2 * wt / 2
omegas = np.concatenate(([0.0], nodes, [0.5], 1 - nodes[::-1], [1.0]))
data = np.array([fractional_atom("PBE", om) for om in omegas])
E, eps = data[:, 0], data[:, 1]
deviation = E - (1 - omegas) * E[0] - omegas * E[-1]
delta = deviation[4]
assert delta < 0
assert np.all(deviation[3:-1] < 0) and np.all(np.diff(eps[3:]) > 0)

# the even split of the shared electron is the lowest one
split = E + E[::-1]
assert np.argmin(split) == 4

# eigenvalue as slope, and the deviation from eigenvalues alone
h = 0.05
slope = (fractional_atom("PBE", 0.5+h)[0] - fractional_atom("PBE", 0.5-h)[0])/(2*h)
assert abs(slope - eps[4]) < 3e-4      # finite-difference error of order h^2
delta_eps = 0.5 * (weights @ eps[1:4] - weights @ eps[5:8][::-1])
assert abs(delta_eps - delta) < 5e-4   # three-point quadrature on each half
delta_ends = -(eps[-1] - eps[0]) / 8

# dimer against atoms; neglected: polarization and change of integration grid
distances = (40.0, 80.0)
dimer_error = [dimer_cation("PBE", R) - E[0] - E[-1] for R in distances]
predicted = [2 * delta + 1 / (4 * R) for R in distances]
for a, b in zip(dimer_error, predicted):
    assert abs(a - b) < 2e-4

hf = np.array([fractional_atom("HF", om) for om in (0.0, 0.5, 1.0)])
delta_hf = hf[1, 0] - 0.5 * (hf[0, 0] + hf[2, 0])
hf_error = dimer_cation("HF", distances[0]) - hf[0, 0] - hf[2, 0]
assert delta_hf > 0 and hf[2, 1] < hf[0, 1]
assert abs(hf_error - 2 * delta_hf) < 1e-4   # polarization is neglected

# ---------- output ----------
print(f"Model: U = {U:.1f} t, temperature of bound = {T:.3f} t")
for n, e in enumerate(E_int):
    print(f"Model, repulsive: E_{n} = {e:.5f} t")
print(f"Model E(1.5): line {model_line:.5f} t")
print(f"Model E(1.5): lower bound {model_low:.5f} t, upper {model_high:.5f} t")
print(f"Model, attractive: E_0, E_1, E_2 = {E_att[0]:.5f}, {E_att[1]:.5f}, "
      f"{E_att[2]:.5f} t")
print(f"Model, attractive: hull at N=1 = {hull(E_att, 1.0):.5f} t")
print(f"Two copies: link {link:.0e} t, energy {w2[0]:.5f} t")
print(f"Two copies: E_1 + E_2 = {E_int[1] + E_int[2]:.5f} t")
print(f"Two copies: P(1), P(2) on left = {prob[1]:.5f}, {prob[2]:.5f}")
print("Na, PBE/def2-TZVP: omega, deviation from line (eV), eps_3s (eV)")
for om, d, e in zip(omegas, deviation, eps):
    print(f"  {om:.5f}  {d*EV:9.4f}  {e*EV:9.4f}")
print(f"PBE ionization energy E(Na+)-E(Na) = {(E[0]-E[-1])*EV:.4f} eV")
print(f"PBE slope dE/d omega at 0.5 = {slope*EV:.4f} eV")
print(f"PBE Delta from energies = {delta*EV:.4f} eV")
print(f"PBE Delta from eigenvalue integral = {delta_eps*EV:.4f} eV")
print(f"PBE Delta from end eigenvalues only = {delta_ends*EV:.4f} eV")
print(f"PBE 2*Delta = {2*delta*EV:.4f} eV = {2*delta:.6f} hartree")
for R, a, b in zip(distances, dimer_error, predicted):
    print(f"PBE Na2+ R = {R:.0f} bohr: 1/(4R) = {EV/(4*R):.4f} eV")
    print(f"  E(R)-E(Na)-E(Na+): computed {a*EV:.4f} eV, predicted {b*EV:.4f} eV")
print(f"HF eps_3s at omega = 0, 1: {hf[0,1]*EV:.4f}, {hf[2,1]*EV:.4f} eV")
print(f"HF Delta = {delta_hf*EV:.5f} eV, 2*Delta = {2*delta_hf*EV:.5f} eV")
print(f"HF Na2+ R = {distances[0]:.0f} bohr: E(R)-E(Na)-E(Na+) = "
      f"{hf_error*EV:.5f} eV")
print("OK")
```

Running it gives:

```
Model: U = 4.0 t, temperature of bound = 0.001 t
Model, repulsive: E_0 = 0.00000 t
Model, repulsive: E_1 = -1.00000 t
Model, repulsive: E_2 = -0.82843 t
Model, repulsive: E_3 = 3.00000 t
Model, repulsive: E_4 = 8.00000 t
Model E(1.5): line -0.91421 t
Model E(1.5): lower bound -0.91456 t, upper -0.91421 t
Model, attractive: E_0, E_1, E_2 = 0.00000, -1.00000, -4.82843 t
Model, attractive: hull at N=1 = -2.41421 t
Two copies: link 1e-04 t, energy -1.82847 t
Two copies: E_1 + E_2 = -1.82843 t
Two copies: P(1), P(2) on left = 0.50000, 0.50000
Na, PBE/def2-TZVP: omega, deviation from line (eV), eps_3s (eV)
  0.00000     0.0000    -7.0263
  0.00072    -0.0012    -7.0761
  0.06250    -0.1239    -7.3113
  0.34928    -0.5142    -6.0595
  0.50000    -0.5702    -5.3658
  0.65072    -0.5209    -4.6632
  0.93750    -0.1346    -3.3315
  0.99928    -0.0016    -3.0499
  1.00000     0.0000    -3.0467
PBE ionization energy E(Na+)-E(Na) = 5.3421 eV
PBE slope dE/d omega at 0.5 = -5.3656 eV
PBE Delta from energies = -0.5702 eV
PBE Delta from eigenvalue integral = -0.5713 eV
PBE Delta from end eigenvalues only = -0.4975 eV
PBE 2*Delta = -1.1403 eV = -0.041907 hartree
PBE Na2+ R = 40 bohr: 1/(4R) = 0.1701 eV
  E(R)-E(Na)-E(Na+): computed -0.9704 eV, predicted -0.9703 eV
PBE Na2+ R = 80 bohr: 1/(4R) = 0.0850 eV
  E(R)-E(Na)-E(Na+): computed -1.0553 eV, predicted -1.0553 eV
HF eps_3s at omega = 0, 1: -4.9364, -4.9471 eV
HF Delta = 0.00133 eV, 2*Delta = 0.00266 eV
HF Na2+ R = 40 bohr: E(R)-E(Na)-E(Na+) = 0.00165 eV
OK
```
